Immobile hydrogen traps delay permeation without lowering its final flux

Two metal sheets, each 0.1 cm thick, are charged with hydrogen on one face and kept free of it on the other. In the first, which has no traps, the exit flux reaches half its final value after 27.8 s. In the second, which holds 10¹⁹ traps per cm³, this takes about 2130 s. Yet both fluxes end at 8.01 µA/cm², although at the entry face of the second sheet there are 51 trapped hydrogen atoms for every mobile one. How can traps hold nearly all the hydrogen and take nothing from the final flux?

**The belief and its appeal**

The belief is that traps reduce steady permeation because they immobilize hydrogen. The transient seems to support it. For a trap-free sheet of thickness L and diffusivity D, the time lag, defined below, is L²/(6D). Read with this formula, the trapped sheet has an apparent diffusivity of 7.0×10⁻⁷ cm²/s, where the lattice has 5×10⁻⁵ cm²/s. Multiplying the apparent value by the mobile concentration at entry and dividing by the thickness predicts a flux of 0.112 µA/cm², about 72 times too small. The error lies in the pairing of that diffusivity with that concentration.

**What is held fixed**

Let c(x,t) be the concentration of hydrogen on ordinary lattice sites, with c = c₀ at x = 0 and c = 0 at x = L. The sheet starts empty. Fixing c₀ fixes the hydrogen activity at entry; it does not fix the total hydrogen content there. Traps have density N_T, occupied fraction θ and binding energy E_b. They do not move, they exchange hydrogen only with the lattice, and they leave the lattice paths and barriers as they were.

In local equilibrium the chemical potentials are equal. With N_L lattice sites per volume, few of them occupied, and energies measured from a lattice site,

kT ln(c/N_L) = −E_b + kT ln[θ/(1−θ)].

Define s = c/c₀ and κ = (c₀/N_L) exp(E_b/kT). Then θ/(1−θ) = κs, so

θ = κs/(1+κs).

Thus κ measures how full the traps are at entry. Trapped atoms are stored but carry no current, so the flux is −D ∂c/∂x and conservation reads

∂(c + N_Tθ)/∂t = D ∂²c/∂x².  (1)

The traps stand only under the time derivative. In a steady state that derivative vanishes, c is a straight line, and

c = c₀(1 − x/L),  J = D c₀/L.  (2)

Neither N_T nor E_b appears. The example has D = 5×10⁻⁵ cm²/s and c₀ = 10¹⁷ cm⁻³, so J = 5×10⁻⁵ × 10¹⁷/0.1 = 5×10¹³ cm⁻² s⁻¹, or 8.01 µA/cm² at one elementary charge per atom.

**Where the diffusivity argument goes wrong**

Write C = c + N_Tθ for the total concentration. Differentiating θ gives

N_T dθ/dc = R/(1+κs)²,  R = N_Tκ/c₀.

Call this quantity g′. Since ∂C/∂x = (1+g′) ∂c/∂x, the same flux can be written

J = −D ∂c/∂x = −D_eff ∂C/∂x,  D_eff = D/(1+g′).

Traps lower D_eff and steepen the gradient of C by the same factor. Integrating the steady flux across the sheet, with C₀ the total concentration at entry, gives

J L = ∫₀^C₀ D_eff dC = ∫₀^c₀ [D/(1+g′)](1+g′) dc = D c₀.

The belief keeps the reduced diffusivity but uses the gradient of mobile hydrogen alone. The traps are then charged against the flux without being credited to the concentration.

Using C₀ with the apparent diffusivity does not fully repair this. Here C₀/c₀ = 52.2, which raises 0.112 to only 5.8 µA/cm². The traps are partly saturated, so D_eff varies through the sheet, and the value inferred from the lag is not its average over C.

**The final flux is reached**

A steady solution would matter little if the sheet did not approach it. Equation (1) can be written (1+g′) ∂c/∂t = D ∂²c/∂x².

Two solutions whose starting and face values are ordered stay ordered. To see this, raise the upper one's starting and face values by a small ε and add a source ε to its equation. At a first contact inside the sheet, the difference d between upper and lower solutions is zero and at a minimum, so ∂²d/∂x² ≥ 0. As both have the same g′ there, (1+g′) ∂d/∂t ≥ ε > 0. But d has just fallen to zero, so ∂d/∂t cannot be positive. Contact is therefore impossible, and ε may be taken to zero.

Compare the filling sheet first with the steady profile: c never exceeds it. Then compare it with itself a little later: the later copy starts from a profile that is nowhere below the empty sheet, so c never falls with time. Since c = 0 at the exit, the slope there can only steepen. The exit flux therefore rises or stays level, and it never exceeds D c₀/L.

To find its limit, multiply (1) by x and integrate over the sheet. Integration by parts gives

d/dt ∫₀ᴸ xC dx = D[x ∂c/∂x − c]₀ᴸ = −L J_exit + D c₀,

because −D ∂c/∂x at x = L is J_exit and c falls from c₀ to zero. Integrating over time from the empty start, the amount Q that has left per area is

Q(t) = D c₀t/L − (1/L) ∫₀ᴸ xC dx.  (3)

The last integral is bounded, because C cannot exceed c₀ + N_T. Hence Q/t tends to D c₀/L. A flux that never falls and is bounded has a limit, and its long-time average has the same limit. That limit is D c₀/L.

The profile converges too. Let w be c minus its steady profile, with subscripts for derivatives. Since w is zero at both faces, the boundary term in the next integration by parts vanishes:

d/dt ∫w_x² dx = −2 ∫w_xx w_t dx = −2D ∫w_xx²/(1+g′) dx.

Now g′ ≤ R. In a sine series for w, the term sin(mπx/L) contributes (mπ/L)² times as much to ∫w_xx² as to ∫w_x², and m is at least 1. Therefore

d/dt ∫w_x² dx ≤ −[2π²D/(L²(1+R))] ∫w_x² dx.

Starting from any time after the initial step has smoothed, the departure decays at least exponentially. Because |w| ≤ (L∫w_x² dx)^½, it vanishes everywhere in the sheet. Traps can make this slow, but a finite R cannot stop it.

**How long the delay is**

At late times (3) becomes a straight line, Q = (D c₀/L)(t − t_lag). Its intercept is the time lag,

t_lag = [1/(D c₀)] ∫₀ᴸ x(c + N_Tθ)_steady dx.

The lattice part is c₀∫x(1−x/L) dx = c₀L²/6. For the trap part use x = L(1−s), which gives N_TL²F with

F = ∫₀¹ (1−s) κs/(1+κs) ds.

Since κs/(1+κs) = 1 − 1/(1+κs), three integrals are needed:

∫₀¹ (1−s) ds = 1/2,
∫₀¹ ds/(1+κs) = ln(1+κ)/κ,
∫₀¹ s ds/(1+κs) = 1/κ − ln(1+κ)/κ².

F is the first, minus the second, plus the third:

F = 1/2 + 1/κ − (1+κ) ln(1+κ)/κ²,

t_lag = (L²/6D)[1 + 6(N_T/c₀)F].  (4)

The example has N_L = 5×10²³ cm⁻³, E_b = 0.40 eV and T = 300 K. Then exp(E_b/kT) = 5.24×10⁶ and κ = 1.049, so the traps at entry are 51 % full. This gives F = 0.1175. With N_T/c₀ = 100 the bracket is 1 + 600 × 0.1175 = 71.5. The trap-free lag is 0.1²/(6 × 5×10⁻⁵) = 33.3 s, so the trapped sheet has a lag of 2384 s, or 39.7 min. Direct numerical integration of (1) gives the same lag to within 1 s, and a final flux of 8.01 µA/cm² for N_T = 0, 10¹⁸ and 10¹⁹ cm⁻³ alike. The numerical output lists all three cases.

The hydrogen missing at the exit is J t_lag = 1.19×10¹⁷ cm⁻². The steady sheet stores 3.21×10¹⁷ cm⁻² in total, nearly all of it in traps. The remaining 2.02×10¹⁷ cm⁻² is extra hydrogen that entered beyond Jt. Filling the traps is a single payment, shared between the two faces, and not a continuing loss.

**Nearly empty and nearly full traps**

For κ ≪ 1, the integrand of F becomes κs(1−s), so F → κ/6 and the bracket in (4) tends to 1+R. In this limit g′ = R everywhere, and (1) is the trap-free equation with time divided by 1+R. The whole breakthrough curve is stretched, and its height is unchanged.

For κ ≫ 1, F → 1/2 and the bracket tends to 1+3N_T/c₀. When N_T ≫ c₀ as well, this has a simple picture. A front at depth y separates full traps from empty ones. Hydrogen reaches it at the rate D c₀/y and fills N_T traps per unit volume:

N_T dy/dt = D c₀/y,  so y² = 2D c₀t/N_T.

The front reaches the exit at t = N_TL²/(2D c₀), which is the trap term of (4). Raising c₀ then shortens the delay, because more supply fills the same number of traps.

Since κs/(1+κs) is smaller than both κs and 1, each limiting expression is an upper bound on the bracket. For the example they are 106 and 301, against the actual 71.5. Nor is the example a uniform stretch. Compared with the trap-free sheet, the times to 10, 50 and 99 % of the final flux are longer by factors of 89, 77 and 58.

**What equilibrium does and does not control**

Suppose the traps fill and empty at finite rates. In a steady state θ is constant, so capture balances release at every point. The balance gives the same θ(c), and (2) follows again. Equation (3) used only conservation, so once the steady state is reached the time lag is also the same.

The first breakthrough is different. With the same N_T and κ but a mean release time of 2000 s, the computed final flux is still 8.01 µA/cm² and the lag still 2384 s. The flux, however, reaches 10 % of its final value after 16.6 s, where equilibrated traps need 1179 s. At fixed κ, slow release means equally slow capture: a mobile atom among empty traps is caught only after about 2000 s/R ≈ 19 s, comparable with the trap-free lag, so early hydrogen passes. For a 0.40 eV trap this case implies a large barrier to capture. The delay of first breakthrough needs capture that is fast compared with the crossing time, not fast release. Deep traps that capture quickly and hardly ever release hold breakthrough back until about the front time N_TL²/(2D c₀). The final flux depends on neither rate.

**When the final flux does fall**

A trap is an energy well. To separate the effect of a well from that of a barrier, consider a chain of sparsely occupied sites with energies e_i, joined by saddles with energies b_i, all in units of kT. An atom leaves site i over saddle i at a rate proportional to exp(e_i − b_i). Let p_i be the occupation and a_i = p_i exp(e_i) the activity. The net flow over the saddle between sites i and i+1 is

j = exp(−b_i)(a_i − a_{i+1}).

In a steady state j is the same at every saddle. Measure activities, and with them j, in units of the small entry activity. Writing a_i − a_{i+1} = j exp(b_i) and summing from end activity 1 to end activity 0 gives

j = 1/Σ exp(b_i).

The well depths have cancelled, even though here the wells lie directly in the path. A deep well holds an atom longer, but it is occupied more often in proportion. Raised saddles do cost flux. In a chain of 40 saddles, ten wells of 0.40 eV leave j unchanged, provided the wells too are sparsely occupied. Raising the 20 saddles beside them by 1 kT multiplies it by 40/(20+20e) = 0.538. A defect that traps hydrogen and also obstructs its path can thus lower the flux, through the obstruction.

A filled well can itself be an obstruction. At the example's entry activity a 0.40 eV well is about half full. If such wells lay in a single-file path and held at most one atom each, the filled ones would block other atoms and lower the flux. The sheet's traps are assumed to lie beside the lattice paths and leave them open, so (2) still holds there.

The belief is also right for a different comparison. If two sheets have the same total concentration at entry, the trapped one has less of it in the lattice and passes less. For the example's total, a trap-free sheet in this model would pass 52 times more, but it would need a 52 times higher lattice concentration at entry.

**Beside a real permeation test**

The parameters are round values in the rough regime of an electrochemical permeation test on a metal sheet near room temperature. They describe no particular metal, and trap densities and energies depend strongly on composition and treatment. If several kinds of trap are present, their stored amounts add in (1): the bracket in (4) gains one term 6(N_T/c₀)F for each kind, and (2) stands.

The neglected effects can be sized for the densest traps:

- *Exchange rate.* With an assumed migration barrier of 0.10 eV and attempt rate of 10¹³ s⁻¹, release takes about 2.5×10⁻⁵ s, about a million times shorter than even the trap-free lag of 33 s. Local equilibrium is then a good assumption. A release time only ten times shorter than the trapped sheet's lag would still bring the first breakthrough noticeably earlier.
- *Obstruction.* Suppose each trap excludes lattice hydrogen from a sphere of radius a = 3×10⁻⁸ cm. Around such a sphere in a gradient G along z, c = Gz[1 + a³/(2r³)] has no radial slope at r = a. The surface values continue inward as 3Gz/2, so at small sphere volume fraction φ the missing flux is a fraction 3φ/2, here 0.17 %.
- *Mobile traps.* If trapped hydrogen could move along connected defects with diffusivity D_T, it would add a fraction D_T(C₀−c₀)/(D c₀) to the flux. A ratio D_T/D of 2×10⁻⁴ would already add 1 %. This error raises the flux.
- *Temperature.* At fixed c₀ and with the same migration barrier, a sheet 1 K warmer has 1.3 % more flux and a 4.7 % shorter lag.

The assumption most exposed in a real cell is that of ideal faces. If hydrogen leaves the exit face at a rate k_s c(L), equal steady fluxes through sheet and surface give

J = c₀/(L/D + 1/k_s).

The loss is 1 % at k_s = 0.05 cm/s and one half at k_s = D/L = 5×10⁻⁴ cm/s, with or without traps. A lower plateau after a treatment that adds traps may therefore point to changed surfaces, a changed c₀ or obstructed paths. It may also be no plateau yet: the densely trapped sheet needs 6250 s to come within 1 % of its final flux, and a run stopped at 1179 s would show one tenth of it.

Values computed for the example and the checks

```
thickness L = 0.1 cm; lattice diffusivity D = 5.0e-05 cm2/s
temperature = 300 K; kT = 0.02585 eV
entry lattice concentration c0 = 1.0e+17 cm-3
lattice site density N_L = 5.0e+23 cm-3
entry lattice site occupancy = 2.0e-07
trap binding energy E_b = 0.40 eV
exp(E_b/kT) = 5.2445e+06; kappa = 1.0489
diffusion time L^2/D = 200.0 s
formula flux D c0/L = 5.000e+13 cm-2 s-1 = 8.0109 uA/cm2
N_T = 0e+00 cm-3: computed final flux = 8.0109 uA/cm2
  times to 10, 50, 99 % of final flux = 13.2, 27.8, 107.4 s
  time lag: computed 33.3 s, formula 33.3 s
N_T = 1e+18 cm-3: computed final flux = 8.0109 uA/cm2
  times to 10, 50, 99 % of final flux = 130.0, 238.4, 720.0 s
  time lag: computed 268.4 s, formula 268.4 s
N_T = 1e+19 cm-3: computed final flux = 8.0109 uA/cm2
  times to 10, 50, 99 % of final flux = 1179.0, 2132.5, 6246.1 s
  time lag: computed 2384.0 s, formula 2384.1 s
The lines below are for the densest traps
time lag = 39.73 min; ratio to trap-free = 71.52
F(kappa) = 0.11754; N_T/c0 = 100; R = 104.89
lag ratio limits: empty traps 1+R = 105.9, full traps 1+3N_T/c0 = 301
trap occupancy at entry = 0.5119
trapped concentration at entry = 5.119e+18 cm-3
total/lattice concentration at entry = 52.19
steady inventory: lattice 5.000e+15, trapped 3.161e+17 cm-2
exit deficit J*t_lag = 1.192e+17 cm-2
apparent diffusivity from lag = 6.991e-07 cm2/s
false flux D_app c0/L = 0.1120 uA/cm2
slow traps: release time = 2000 s, final flux = 8.0109 uA/cm2
slow traps: lag = 2383.8 s, time to 10 % = 16.6 s
hopping chain flux / flat chain: wells 1.000000, saddles raised by 1 kT 0.5379
neglected-effect inputs: migration barrier 0.10 eV, attempt rate 1e+13 s-1
estimated trap release time = 2.51e-05 s
lattice path before capture = 3.46e-06 cm
flux loss if each trap blocks a sphere of radius 3e-08 cm = 0.170 %
flux gain if traps connect, lattice-height saddles = 0.00098 %
trap/lattice diffusivity ratio for 1 % flux gain = 1.95e-04
exit surface rate constant for 1 % flux loss = 0.0495 cm/s
1 K warmer at fixed c0: flux +1.29 %, lag -4.69 %
```
